Why entropy production bounds the Nernst but not the Seebeck figure of merit

**1. A special case**

Take a plate with one electric current J and one temperature gradient g. Let E be the field along the current and q the heat current along the gradient:

E = ρJ + Sg,  q = pTSJ − κg,  p = +1 or −1.

The same S appears twice because of reciprocity. The sign p is +1 when current and gradient are parallel (Seebeck) and −1 when they are perpendicular in a magnetic field (Nernst); this is proved below. The dissipation, temperature times entropy production per volume, is

Φ = JE − qg/T = ρJ² + (1 − p)SJg + κg²/T.

For p = +1 the cross term vanishes, and Φ ≥ 0 for every S. For p = −1 it is 2SJg. Completing the square gives

Φ = ρ(J + Sg/ρ)² + (κ/T − S²/ρ)g².

The choice J = −Sg/ρ removes the first term, so Φ ≥ 0 requires

zT ≡ S²T/(ρκ) ≤ 1.

**2. Setting and theorem**

The field B lies along z, and vectors lie in the xy plane. Carriers are electrons of charge −e with electrochemical potential μ̄, and E = ∇μ̄/e is the field that a voltmeter integrates. The heat current is q = j_E − μ̄ j_N, with energy current j_E, particle current j_N and J = −e j_N. With g = ∇T, linear response reads

E = ρJ + Sg,  q = ΠJ − κg,

where the coefficients are now 2×2 tensors. Thus ρ is isothermal (g = 0) and κ is taken at zero electric current.

Assumptions:

(a) The state is steady and the response linear.
(b) Carriers obey the linearised Boltzmann equation. Scattering satisfies detailed balance between each pair of states, at rates that B does not change; phonons stay in local equilibrium. Deviations from equilibrium that the collisions do not relax carry no electric or heat current. This holds when particle number is the only conserved quantity, and also for elastic scattering that connects all states on each closed energy surface.
(c) The lattice adds a symmetric, non-negative thermal conductivity.

**Theorem.** Let S_o = [S_xy(B) − S_xy(−B)]/2. Then

S_o² T/(ρ_xx κ_yy) ≤ 1.

If S_xx is even in B, entropy production places no upper bound on S_xx²T/(ρ_xx κ_xx).

In a material isotropic in the plane, S = S₁I + S₂ε, where ε has rows (0, 1) and (−1, 0). Suppose the material also has a mirror plane containing z; "isotropic" includes this condition from here on. Reflection in that plane reverses B and ε but leaves I alone. Hence S₁ is even, S₂ is odd, and the theorem bounds the whole Nernst figure of merit. If the plane is anisotropic, or if there is no such mirror plane, S_xy can have an even part, which escapes the bound. The deciding property is field parity, not the right angle between current and gradient.

**3. Lemmas**

**Lemma 1 (dissipation).** Φ = J·E − q·g/T.

Proof. In a steady state ∇·j_E = 0 and ∇·j_N = 0, so

∇·q = −∇μ̄·j_N = −(eE)·(−J/e) = J·E.

The entropy current is q/T. Its divergence, the entropy production, is

∇·(q/T) = J·E/T − q·g/T².

Multiplication by T gives Φ. ∎

**Lemma 2 (reciprocity and positivity).** Let F = (E, −g/T) and (J, q) = L F. Then L(B) = L(−B)ᵀ and Φ = FᵀLF ≥ 0.

Proof. Write f = f₀ + wφ, with w = −∂f₀/∂ε = f₀(1 − f₀)/k_BT. The electric force and the gradients of μ̄ and T drive each state at the rate w v·[−eE − (ε − μ̄)g/T]. In a steady state this balances collisions and magnetic motion:

(C + BΩ)φ = XF.

The columns of X are −e w v and (ε − μ̄) w v. The currents are sums over states with the same weights, so (J, q) = Xᵀφ.

Consider C. Let R_kk′ be the equilibrium rate from state k to k′; detailed balance says R_kk′ = R_k′k. To first order,

f/(1 − f) = [f₀/(1 − f₀)](1 + φ/k_BT),

because δ ln[f/(1 − f)] = δf/[f₀(1 − f₀)]. The forward rate minus the backward rate is therefore R_kk′(φ_k − φ_k′)/k_BT, and

(Cφ)_k = Σ_k′ R_kk′(φ_k − φ_k′)/k_BT.

So C is symmetric, and

φᵀCφ = ½ Σ_kk′ R_kk′(φ_k − φ_k′)²/k_BT ≥ 0.

Consider Ω. Magnetic motion has dk/dt = −(e/ħ) v×B. It conserves energy, hence w, since it is perpendicular to v. It conserves k-space volume, since v is a gradient in k. Integration by parts then moves the derivative from φ to a second function ψ with one change of sign: ψᵀΩφ = −φᵀΩψ. So Ω is antisymmetric.

Let M(B) = C + BΩ. If Mφ = 0, then φᵀCφ = 0. Since C is symmetric and non-negative, Cφ = 0, and hence BΩφ = 0 as well. By assumption (b) Xᵀφ = 0: such a φ carries no current, and the sources are orthogonal to it. Mᵀ = C − BΩ has the same null functions. On the functions orthogonal to them M is therefore invertible, so

L(B) = XᵀM(B)⁻¹X.

Since Mᵀ(B) = C − BΩ = M(−B), transposition gives L(B)ᵀ = L(−B). Also

Φ = FᵀLF = (XF)ᵀφ = (Mφ)ᵀφ = φᵀCφ ≥ 0.

The lattice adds a symmetric non-negative block to the heat part and changes neither conclusion. ∎

**Lemma 3 (current control).** Π(B) = T S(−B)ᵀ.

Proof. In blocks, J = σE − L_Jq g/T and q = L_qJ E − L_qq g/T. With ρ = σ⁻¹,

E = ρJ + ρL_Jq g/T,
q = L_qJ ρJ − (L_qq − L_qJ ρL_Jq) g/T.

Hence S = ρL_Jq/T and Π = L_qJ ρ. Lemma 2 gives L_Jq(−B)ᵀ = L_qJ(B) and ρ(−B)ᵀ = ρ(B), so

T S(−B)ᵀ = L_Jq(−B)ᵀ ρ(−B)ᵀ = L_qJ(B) ρ(B) = Π(B). ∎

For an isotropic plate, Π_yx(B) = T S_xy(−B) = −T S_xy(B), whereas Π_xx(B) = T S_xx(−B) = +T S_xx(B). These are the two values of p.

**4. Proof of the theorem**

Insert the linear laws into Lemma 1. The Peltier term is

(ΠJ)·g/T = g·S(−B)ᵀJ = J·S(−B)g,

so

Φ = J·ρJ + J·[S(B) − S(−B)]g + g·κg/T.

The even part of S cancels and the odd part doubles.

For the Nernst arrangement take J = (J, 0) and g = (0, g). Then

Φ = ρ_xx J² + 2S_o Jg + κ_yy g²/T.

This is non-negative for all J and g, so the discriminant obeys 4S_o² − 4ρ_xx κ_yy/T ≤ 0, which is the bound. A transverse field E_y and a heat current q_x may exist, but they meet J_y = 0 and g_x = 0 and dissipate nothing.

For the Seebeck arrangement both vectors lie along x. If S_xx is even,

Φ = ρ_xx J² + κ_xx g²/T,

which S_xx does not enter. To see that large values are compatible with the kinetic equation, let carriers at B = 0 conduct in a narrow energy range, and neglect lattice heat. Let x = (ε − μ̄)/k_BT, and let m_n be the integral of xⁿ over the conductivity per unit energy range, thermal weight included. Each carrier brings heat x k_BT. Up to the sign of S,

σ = m₀,  |S| = (k_B/e)|m₁|/m₀,  κ = (k_B/e)²T(m₂ − m₁²/m₀).

Therefore

zT = S²σT/κ = m₁²/(m₀m₂ − m₁²) = (mean of x)²/(variance of x).

As the range narrows at fixed non-zero mean, zT grows without limit. ∎

For a Gaussian line centred 2.4 k_BT from μ̄, with widths 1.0, 0.3 and 0.1 k_BT, the computed values are 3.9, 61 and 573. The estimate 2.4²/width² gives 5.8, 64 and 576; the thermal weight, which shifts and reshapes the line, accounts for the difference.

Two numerical trials probe the general result. The first solved the equation of Lemma 2 for 120 states in two tilted elliptical bands, with inelastic and interband scattering, at three fields. L(B) and L(−B)ᵀ agreed to 4×10⁻¹⁶ of the largest element, while L(B) and its own transpose differed by up to 0.97 of it. The largest odd Nernst zT was 0.70. The second drew 300 two-band models at 150 K without lattice heat, with fields of 0.1–10 T, masses of 0.03–1 m₀, mobilities of 10³–3×10⁵ cm²/Vs and band overlaps from −80 to 80 meV. The largest zT was 0.9999.

**5. What the sign means for a device**

Return to the scalar laws of section 1, writing Z for zT.

**Corollary 1 (adiabatic figures).** If no heat flows along the gradient axis, q = 0 gives g = pTSJ/κ, and

E = (ρ + pTS²/κ)J = ρ(1 + pZ)J.

With this adiabatic resistivity in the denominator,

Z_ad = Z/(1 + pZ).

The Seebeck value Z/(1 + Z) stays below 1. The Nernst value Z/(1 − Z) has no upper bound. A quoted figure of merit must therefore name its resistivity.

**Corollary 2 (least dissipation).** Fix g = −G, with G > 0, and write J = jSG/ρ, so that j = 1 is short circuit. Relative to open circuit,

Φ/(κG²/T) = 1 + Z[j² − (1 − p)j].

For Seebeck this is 1 + Zj², least at open circuit. For Nernst it is 1 + Z(j² − 2j), least at j = 1, where it equals 1 − Z. The Nernst current can cancel part of the entropy produced by heat conduction, and Z = 1 is complete cancellation.

**Corollary 3 (efficiency).** The electrical power per volume is

−JE = SGJ − ρJ² = (S²G²/ρ) j(1 − j).

The heat current down the gradient is κG + pTSJ = κG(1 + pZj). Over a thin slice, the Carnot efficiency per unit length is G/T. The efficiency relative to Carnot is therefore

η = Z j(1 − j)/(1 + pZj).

Setting the derivative's numerator to zero,

(1 − 2j)(1 + pZj) − pZj(1 − j) = 1 − 2j − pZj² = 0.

Let m = √(1 + pZ), so pZ = m² − 1. The root between 0 and 1 is j = (m − 1)/(pZ) = 1/(1 + m). Then 1 − j = m/(1 + m) and 1 + pZj = m, and

η_max = Z/(1 + m)² = p(m − 1)/(m + 1).

For small Z both signs give Z/4. The Seebeck expression approaches Carnot as Z → ∞, the Nernst expression as Z → 1. The two scales thus end at the same thermodynamic limit: a Nernst value of 1 corresponds to an infinite Seebeck value. For the Seebeck line of width 0.3 k_BT, Z = 61 gives η_max = 0.77.

**6. The bound is sharp**

Consider equal numbers of electrons and holes with identical isotropic bands. For carriers of charge se (s = ±1) in one energy slice, with mobility μ, zero-field conductivity σ₀ and b = μB,

J_x = σ₀E_x + sbJ_y,  J_y = σ₀E_y − sbJ_x.

Solving for J_x,

J_x = σ₀(E_x + sbE_y)/(1 + b²).

The slice has diagonal conductivity σ₀/(1 + b²) and Hall conductivity sσ₀b/(1 + b²). Let x be the kinetic energy relative to the carrier's own chemical potential, in units of k_BT. A temperature gradient acts like the field −s(k_B/e)xg, and the heat carried per unit charge is s x k_BT/e.

Let D_n and O_n be the sums over both bands of the integrals of xⁿσ₀/(1 + b²) and xⁿσ₀b/(1 + b²), thermal weight included. The Hall conductivities cancel between the bands. The Hall thermoelectric terms add, because they contain s² = 1; the diagonal ones cancel. With α = L_Jq/T,

σ = D₀I,  α = (k_B/e)O₁ε.

The thermal conductivity at E = 0 is (k_B/e)²T(D₂ + K)I, where K = κ_L/[(k_B/e)²T] and κ_L is the lattice part. At J = 0 one subtracts Tαρα. Since ε² = −I, this subtraction adds heat conduction:

κ = (k_B/e)²T(D₂ + K + O₁²/D₀).

With S_xy = (k_B/e)O₁/D₀,

z_N T = O₁²/[D₀(D₂ + K) + O₁²].

The bound is now visible term by term. The carrier pairs that produce the Nernst voltage also carry heat, and their O₁² stands in the denominator too.

At high field D_n ∝ B⁻² and O₁ ∝ B⁻¹. For K = 0,

1 − z_N T ≈ D₀D₂/O₁² ∝ B⁻²,

so 1 is approached but not reached at finite B. For masses of 0.15 m₀, mobilities of 20000 cm²/Vs, overlap 20 meV and 150 K, the deficit 1 − z_N T is 3.5×10⁻³ at 20 T and 3.5×10⁻⁵ at 200 T. These fields illustrate the limit of the classical equations, which omit Landau quantisation. For K > 0, D₀K and O₁² fall at the same rate, and z_N T saturates below 1.

**7. A semimetal plate at 150 K**

The model has isotropic parabolic bands with a mobility that varies as kinetic energy to the power −1/2. At energy k_BT it is 30000 cm²/Vs for electrons and 10000 cm²/Vs for holes. The density-of-states masses are 0.15 and 0.20 m₀, the overlap is 20 meV, κ_L = 3 W/(m K) and B = 0.5 T. Charge neutrality gives 8.6×10¹⁷ cm⁻³ of each carrier. The tensors yield

S_xy = 71.7 μV/K,  ρ_xx = 3.93 μΩ m,  κ_yy = 4.76 W/(m K).

Hence

z_N T = (71.7×10⁻⁶)² × 150/(3.93×10⁻⁶ × 4.76) = 0.041.

The adiabatic resistivity is 3.93 × (1 − 0.041) = 3.77 μΩ m, and the adiabatic figure is 0.041/0.959 = 0.043. The best efficiency is 0.0105 of Carnot, close to Z/4. A bar 10 mm long and 2 mm thick with 10 K across its thickness gives an open-circuit voltage of

71.7×10⁻⁶ × (10/0.002) × 0.010 = 3.6 mV.

This neglects the ends and suits point probes. Metal contacts that cover the end faces short the Seebeck field across the thickness; the circulating currents then add a Hall voltage, and the same bar gives about 3.7 mV.

The longitudinal Seebeck figure of this sample is 0.044, about the same. Both lie far below 1, so the bound plays no part in this comparison.

At 2 T, z_N T rises to 0.23, or 0.69 if lattice heat conduction is removed with all else fixed. At this field the lattice thus accounts for 0.45 of the distance 0.77 from 1. At 0.5 T its removal raises z_N T only from 0.041 to 0.11.

The parameters lie in the rough regime of bismuth–antimony Ettingshausen coolers, whose good crystals reach roughly a few tenths near these temperatures in fields of about a tesla. The model's 0.04 at 0.5 T is low beside that, and its mobilities are modest beside those along the light directions of good crystals. Real crystals also break the assumption of isotropic mass. Suppose three equivalent electron valleys are rotated about B, with the zero-field mobility held fixed. An in-plane mass ratio r reduces the weak-field electron Hall conductivity by the square of (√r + 1/√r)/2. For r = 10 and 100 that factor is 3.0 and 25.5, and z_N T falls to 0.012 and 0.004. These values belong to that one arrangement: with aligned valleys, r = 100 and the same mean mobility, z_N T is 0.0004 for the light direction along the current and 0.016 for it along the gradient. Bismuth electrons can have ratios of order 100, so the isotropic number is not a prediction for a particular crystal or orientation.

Other omissions were sized separately. Nonparabolic electrons with a 15 meV gap, keeping mass and mobility at k_BT fixed, give 0.019 if the scattering time still varies as kinetic energy to the power −1/2. They give 0.006 if it is inversely proportional to the nonparabolic density of states, so this correction is uncertain by a factor of about three. Both values leave out the light holes across the gap, which is only 1.2 k_BT wide. Adding them as a mirror image of the electron band changes the two values to 0.025 and 0.007. At 0.5 T the Landau spacing is 0.03 k_BT for a cyclotron mass of 0.15 m₀ and 0.22 k_BT for 0.02 m₀. It grows in proportion to B, so for such light carriers the 2 T result is outside the safe classical range. With mobility scaled as T^(−3/2), lattice conductivity as T⁻¹ and overlap fixed, z_N T is 0.043 at 145 K, 0.039 at 155 K and 0.011 at 300 K.

Electrons and holes were given one common electrochemical potential, which requires recombination over a length much shorter than the plate thickness. For an assumed lifetime of 1 ns the zero-field diffusion length, estimated with the nondegenerate Einstein relation, is about 4 μm, against 2 mm. In the opposite limit of no recombination, neither electrons nor holes can flow steadily along the gradient, and the same model gives a z_N T of only 0.003. Phonon drag is left out and was not sized.

**8. Where the conclusion can fail**

These omissions change the value of z_N T, but they do not by themselves lift the bound. The last step of the proof needs two inputs: non-negative entropy production, and Π(B) = T S(−B)ᵀ. Any linear system with both obeys the theorem, even if Lemma 2 does not describe its carriers. In a magnetised sample, reversing B must include reversing the magnetisation.

The bound does not cover a figure of merit built from the adiabatic resistivity, from a field-even S_xy, or from ρ and κ measured along the wrong axes. An apparent isothermal Nernst value above 1 calls first for a check of these definitions and of the thermal boundary conditions. The main computed values are in the numerical output below.

Numbers as computed

```
Discrete Boltzmann: reciprocity error (relative) 4.3e-16
Discrete Boltzmann: L(B) asymmetry (relative) 0.969
Discrete Boltzmann: largest odd Nernst zT 0.6953
Random two-band models: largest Nernst zT 0.999900
Input temperature 150 K, field 0.5 T
Input mobilities e, h: 30000, 10000 cm2/Vs (at energy kT)
Input DOS masses e, h: 0.15, 0.20 m0; overlap 20 meV
Input lattice thermal conductivity 3.0 W/(m K)
Electron = hole density 8.602e+17 cm^-3
Levels above band edges e, h: 1.089, 0.458 kT
Isothermal resistivity rho_xx 3.931 microohm m
Nernst thermopower S_xy 71.69 microV/K
Seebeck term S_xx (E = +S grad T) -74.28 microV/K
Thermal conductivity kappa_yy 4.761 W/(m K)
Isothermal Nernst zT 0.0412
Longitudinal Seebeck zT, same sample 0.0442
Quadrature shift of Nernst zT, 200 to 400 nodes 5.7e-16
Adiabatic resistivity 3.769 microohm m
Adiabatic Nernst zT 0.0430
Nernst least dissipation / open circuit 0.9588
Nernst best efficiency / Carnot 0.0105
Bar 10 mm long, 2 mm thick, 10 K across: open voltage 3.58 mV
B = 0.10 T: Nernst zT 0.0013; without lattice heat 0.0034
B = 0.25 T: Nernst zT 0.0097; without lattice heat 0.0252
B = 0.50 T: Nernst zT 0.0412; without lattice heat 0.1114
B = 1.00 T: Nernst zT 0.1259; without lattice heat 0.3581
B = 2.00 T: Nernst zT 0.2323; without lattice heat 0.6864
Symmetric bands, no lattice: 1-zT at 20 T 3.525e-03
Symmetric bands, no lattice: 1-zT at 200 T 3.539e-05
Seebeck line at 2.4 kT, width 1.0 kT: zT 3.88
Seebeck line at 2.4 kT, width 0.3 kT: zT 61.04
Seebeck line at 2.4 kT, width 0.1 kT: zT 572.90
Seebeck line 0.3 kT: least dissipation / open circuit 1.0000
Seebeck line 0.3 kT: best efficiency / Carnot 0.7747
Seebeck line 0.3 kT: adiabatic zT 0.9839
Neglected: electron mass ratio 10 gives Nernst zT 0.0117
Neglected: electron mass ratio 100 gives Nernst zT 0.0041
Neglected: Kane gap 15 meV for electrons gives Nernst zT 0.0191
Neglected: Landau spacing / kT for cyclotron mass 0.15 m0: 0.030
Neglected: Landau spacing / kT for cyclotron mass 0.02 m0: 0.224
At 145 K (mobility T^-1.5, lattice T^-1): Nernst zT 0.0431
At 155 K (mobility T^-1.5, lattice T^-1): Nernst zT 0.0393
At 300 K (mobility T^-1.5, lattice T^-1): Nernst zT 0.0105
Zero-field pair diffusion length, assumed 1 ns lifetime: 4.40 micron
```
